# Why a monolayer defect's elastic dipole does not depend on vacuum thickness

The in-plane elastic dipole of a neutral defect in a monolayer does not depend on the thickness of the vacuum in the supercell, provided that the periodic copies of the layer do not interact. The dipole is a strain derivative of an energy, and empty space adds nothing to that energy. The three-dimensional stress is the same derivative divided by the cell volume, so it falls as one over the cell height, and multiplying by the volume undoes the division.

Let the cell have in-plane area \(A\), height \(L\) and volume \(V=AL\). Let \(E\) be its energy with all atoms relaxed, and \(\varepsilon_{ab}\) the in-plane strain. With tension counted positive,

\[
\sigma_{ab}=\frac{1}{V}\frac{dE}{d\varepsilon_{ab}},\qquad
P_{ab}=-V\left(\sigma_{ab}^{\rm defect}-\sigma_{ab}^{\rm host}\right),
\]

where host and defect are computed in the same cell. A defect that pushes its surroundings outward has positive \(P_{xx}\) and puts a fixed cell under compression, \(\sigma_{xx}<0\).

## Where the volume enters

Let \(U(s,\varepsilon,L)\) be the energy at scaled atomic positions \(s\), and let \(s^*\) be the relaxed positions. Then \(E=U(s^*,\varepsilon,L)\), and the chain rule gives

\[
\frac{dE}{d\varepsilon_{ab}}
=\frac{\partial U}{\partial\varepsilon_{ab}}
+\sum_k\frac{\partial U}{\partial s_k}\frac{ds_k^*}{d\varepsilon_{ab}}
=\frac{\partial U}{\partial\varepsilon_{ab}} .
\]

The sum vanishes because \(\partial U/\partial s_k=0\) when the forces are zero. For pair energies \(u(r)\), a small strain changes a separation \(\mathbf d\) of length \(r\) by \(\delta d_a=\varepsilon_{ab}d_b\). From \(r\,\delta r=d_a\,\delta d_a\) follows \(\delta r=\varepsilon_{ab}d_ad_b/r\), with repeated indices summed. Hence

\[
W_{ab}\equiv\frac{dE}{d\varepsilon_{ab}}=\sum_{\rm pairs}u'(r)\,\frac{d_ad_b}{r}.
\]

If no pair reaches across the vacuum, every term belongs to a single layer, and \(L\) appears nowhere in the sum. The same holds for any energy, including a converged density-functional one, that obeys \(E(\varepsilon,L)=E_{\rm layer}(\varepsilon)\). Therefore

\[
\sigma_{ab}=\frac{W_{ab}}{AL}\propto\frac1L,\qquad
P_{ab}=-\left(W_{ab}^{\rm defect}-W_{ab}^{\rm host}\right)\ \text{independent of }L .
\]

No layer thickness has to be chosen. A thickness would be needed only to quote a stress inside the material, and the dipole does not require one.

The normal component behaves differently. Stretching the cell along \(z\) at fixed scaled positions moves each atom by \(\varepsilon_{zz}z_i\) and changes \(L\) by \(\varepsilon_{zz}L\), so

\[
W_{zz}=\sum_i z_i\left.\frac{\partial U}{\partial z_i}\right|_{L}+L\left.\frac{\partial U}{\partial L}\right|_{z}.
\]

Here \(U\) is written in terms of actual heights, measured continuously through the layer. The first term vanishes when the atoms are relaxed, the second when the layers are decoupled. A relaxed, isolated layer thus has \(W_{zz}=0\).

## A solvable layer

Take a sheet of three atomic planes, X–M–X, with lattice constant 0.32 nm and neighbouring planes 0.16 nm apart. Harmonic springs join near neighbours: 800 eV/nm² between M and X, 150 eV/nm² for the others. They are unstretched in the perfect sheet. In a cell of 48 atoms and area 1.4189 nm², one X atom of the top plane is replaced by a larger one, whose springs have rest lengths 0.012 nm longer.

Neighbouring layers interact through a Lennard-Jones force that is switched off smoothly at 1.2 nm. The larger atom feels it 1.2 times as strongly as the others do. Since the sheet is 0.32 nm thick, the coupling should vanish once \(L\) exceeds about 1.5 nm. At fixed in-plane cell, relaxation gives:

| \(L\) (nm) | \(\sigma_{xx}\) (GPa) | \(-V\sigma_{xx}\) (eV) | \(P_{xx}\) (eV) |
|---|---|---|---|
| 0.7 | 0.0089 | −0.0555 | 1.7516 |
| 0.9 | −0.1970 | 1.5704 | 1.7721 |
| 1.2 | −0.1668 | 1.7726 | 1.7772 |
| 1.6 | −0.1254 | 1.7773 | 1.7773 |
| 2.0 | −0.1003 | 1.7773 | 1.7773 |
| 4.0 | −0.0502 | 1.7773 | 1.7773 |

At 2 nm the volume is \(1.4189\times2=2.838\) nm³. The stress is \(-1.7773/2.838=-0.6263\) eV/nm³, and since 1 eV/nm³ is 0.1602 GPa, this is −0.1003 GPa. Doubling \(L\) halves the stress and leaves the dipole alone.

The small cells show the condition at work. At 0.7 nm the product \(-V\sigma_{xx}\) is close to zero, because the attraction between layers puts the host itself under tension: its share is \(-0.0555-1.7516=-1.807\) eV. Subtracting the host recovers the isolated-layer dipole to within 1.5 %. The rest is a real change of the defect's dipole by the neighbouring layers, which subtraction cannot remove.

The derivative can also be taken from energies alone. Relaxing the atoms at slightly positive and slightly negative \(\varepsilon_{xx}\) gives \(-dE/d\varepsilon_{xx}=1.7773\) eV at 2 nm and 1.5704 eV at 0.9 nm, in agreement with the virial in both the decoupled and the coupled cell. At 2 nm, \(W_{zz}\) is −3.59 eV before relaxation, when the compressed springs push the sheet to thicken, and zero to numerical precision afterwards.

## The strain carries no vacuum either

Let the cell now relax with equal strain \(e\) along \(x\) and \(y\). The defect has \(P_{xx}=P_{yy}=P\) by its threefold symmetry, and the sheet has two-dimensional stiffnesses \(C_{11}\) and \(C_{12}\), in N/m. To second order in \(e\), with the defect's effect on the stiffness neglected,

\[
E(e)=E(0)-2Pe+\tfrac12A\left(C_{11}e^2+C_{11}e^2+2C_{12}e^2\right)
=E(0)-2Pe+A(C_{11}+C_{12})e^2 .
\]

Setting \(dE/de=0\) gives

\[
e=\frac{P}{A(C_{11}+C_{12})}.
\]

The model has \(C_{11}+C_{12}=103.21+40.77=143.98\) N/m, or 898.7 eV/nm². Hence \(e=1.7773/(1.4189\times898.7)=0.1394\,\%\). Relaxing the defect cell directly to zero stress gives 0.1395 %.

The three-dimensional quantities lead to the same strain. The biaxial modulus is \((C_{11}+C_{12})/L\), which is 71.99 GPa at 2 nm and 35.99 GPa at 4 nm. Stress and modulus both fall as \(1/L\), so their ratio stays at 0.1394 %. A small reported stress in a tall cell therefore does not mean a weak defect.

## What more vacuum cannot repair

Residual host stress obeys the same \(1/L\) law, so its product with the volume survives any amount of vacuum. Suppose the cell is 0.1 % too large in both directions. The host then contributes about \(-A(C_{11}+C_{12})\times10^{-3}=-1.275\) eV to \(-V\sigma_{xx}\). The computed host part is −1.277 eV, and the defect cell gives 0.504 eV instead of 1.777 eV, at 2 nm and at 4 nm alike. The difference, \(0.504+1.277=1.781\) eV, restores the dipole to within 0.2 %. A lattice-constant error of one part in a thousand would otherwise have hidden most of it.

## How real layers approach the limit

**Overlap.** Consider a state bound to the layer with energy \(-|E_b|\), zero in-plane wavevector and a nonzero average over the plane; at the same energy, states with other wavevectors, or whose average over the plane vanishes by symmetry, decay faster. It falls off outside as \(e^{-\kappa|z|}\), with \(\kappa=\sqrt{2m|E_b|}/\hbar\). To leading order, its coupling to the next copy is an integral over the neighbouring well, where its amplitude is proportional to \(e^{-\kappa L}\). The zone-centre level, the one that counts when a slab is sampled at a single point along \(z\), therefore shifts by \(Be^{-\kappa L}\), with \(B\) independent of \(L\). Averaging a filled band over the zone along \(z\) cancels this leading term and leaves a faster decay. The strain derivative, \((B'-BL\kappa')e^{-\kappa L}\), keeps the exponential and gains at most one factor of \(L\).

For a Gaussian well with a level at −5.72 eV, \(\kappa=12.25\) nm⁻¹. The computed shifts are \(8.87\times10^{-4}\) eV at 1.0 nm and \(6.53\times10^{-6}\) eV at 1.4 nm, which give a decay rate of 12.28 nm⁻¹.

**Dispersion.** Let atoms attract as \(-Cq_iq_j/r^6\), where \(q_i\) are relative strengths with sum \(Q\) per cell. For rigid layers, thin compared with \(L\), the sum over the atoms of a layer at distance \(h=mL\) becomes an integral:

\[
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}
=\pi\int_{h^2}^\infty\frac{dt}{t^3}=\frac{\pi}{2h^4}.
\]

Counting each pair of layers once means summing over \(m\ge1\), and \(\sum m^{-4}=\zeta(4)\), so

\[
E_{\rm disp}=-\frac{\pi\zeta(4)\,C\,Q^2}{2AL^4}.
\]

Because \(E_{\rm disp}\propto1/A\) and \(dA/d\varepsilon_{xx}=A\), we have \(-dE_{\rm disp}/d\varepsilon_{xx}=E_{\rm disp}\). The contribution to \(-V\sigma_{xx}\) equals the energy itself.

An explicit lattice sum for the three-plane sheet, cut off after six layers and at 35 nm in the plane, exceeds this law in magnitude by 3.5 % at 3 nm and 1.7 % at 4 nm. The cut-offs lower the sum by a few tenths of a percent at most. With \(C=8.71\times10^{-5}\) eV nm⁶, the thin-sheet law, which the finite thickness would raise in magnitude by about 9 % at 2 nm, gives for the 48-atom host −0.015 eV at 2 nm. The defect raises \(Q\) from 48 to 48.2, and its own part is only \(-1.3\times10^{-4}\) eV. Host subtraction removes nearly all of the tail.

**A normal dipole.** A defect on one face can carry a dipole moment \(p\) along \(z\). The field \(F_{\rm iso}\) of the isolated layer, averaged over the plane, has the mean \(\bar F=-p/(\varepsilon_0AL)\) over the cell height. A periodic potential requires zero mean, so the field becomes \(F_{\rm iso}-\bar F\). The energy changes by

\[
\frac{\varepsilon_0A}{2}\int_0^L\left(-2F_{\rm iso}\bar F+\bar F^2\right)dz
=-\frac{\varepsilon_0AL}{2}\bar F^2=-\frac{p^2}{2\varepsilon_0AL}.
\]

If \(p\) does not change with strain, this is again proportional to \(1/A\), and it is also the error in \(P_{xx}\) when no dipole correction is applied. If strain does change \(p\), the error is this energy times \(1-2\,d\ln p/d\varepsilon_{xx}\), a factor that can differ greatly from one. For a fixed \(p=0.02\) e nm at \(L=2\) nm the error is −0.0013 eV. In a polarizable layer the periodic field enlarges \(p\), and with it the error, at small \(L\). At large \(L\) the error falls only as \(1/L\), the slowest of these three approaches. This law keeps only the average over the plane. A dipole localized at the defect also couples to its copies through terms that decay as \(e^{-GL}\), where \(G\) is the shortest reciprocal vector of the supercell, 5.7 nm⁻¹ for the 4 by 4 cell. For an unscreened point dipole at \(L=2\) nm these terms reduce the error by 0.3 % in the 4 by 4 cell but by about 40 % in a 12 by 12 cell, so the law holds only when \(GL\) is large, and a wider cell needs more vacuum to reach it.

**A net charge.** Here the result fails. Let a charge \(q\), spread over the plane, be neutralized by a uniform background filling the cell. The field for \(0<z<L\) is \((q/\varepsilon_0A)(\tfrac12-z/L)\), and \(\int_0^L(\tfrac12-z/L)^2dz=L/12\), so

\[
E_q=\frac{\varepsilon_0A}{2}\,\frac{q^2}{\varepsilon_0^2A^2}\,\frac{L}{12}
=\frac{q^2L}{24\varepsilon_0A}.
\]

The apparent dipole gains \(+q^2L/(24\varepsilon_0A)\), which grows with the vacuum. For one elementary charge, going from 2 to 4 nm adds 1.06 eV, about 60 % of the elastic dipole of the model. This estimate is for the bare charge and its background. It leaves out the polarization of the layer, and also the energy of the background in the layer's own electrostatic potential. The background density is \(-q/(AL)\), so that energy varies as \(q/L\) and changes sign with \(q\). In a real layer it can outweigh the estimate at these heights; the growth linear in \(L\) prevails only in taller cells.

## The model beside a real monolayer

The lattice constant and plane spacing are roughly those of monolayer MoS₂. The model's two-dimensional Young's modulus, 87 N/m, is lower than that of the real material, which exceeds 100 N/m, and its dipole of 1.78 eV is not a prediction for any particular impurity. One defect per 1.42 nm² is \(7\times10^{13}\) cm⁻², high for an unintended defect. At \(10^{12}\) cm⁻² the same dipole would give a strain about seventy times smaller, near 0.002 %, in a free sheet.

Enlarging the cell to 6 by 6 changes \(P_{xx}\) to 1.765 eV, a shift of 0.7 %. The drift continues, to 1.745 eV at 12 by 12 and 1.726 eV at 24 by 24, about 0.02 eV for each doubling of the cell edge, with no limit in sight. A defect on one face bends the sheet with a slope that falls off as \(1/r\), and the in-plane length taken up by the bend grows as the logarithm of the cell size. The digits quoted above therefore belong to the 4 by 4 cell, and the dependence on in-plane size has to be checked separately from the vacuum. At 300 K the classical zone-centre vibrations of the 4 by 4 cell contribute −0.004 eV. This is not the full thermal correction: it omits the anharmonicity of real bonds and the long flexural waves that do not fit in the cell. In a compressed sheet these waves are soft and can contribute much more; the longest can even become unstable, so that a large free-standing sheet held at fixed in-plane size buckles. Of the effects sized here that host subtraction does not remove, a net charge is the largest: a charged cell needs an electrostatic correction before its stress can be read as an elastic dipole. The remaining values are in the numerical output.

## Calculated quantities

```
atoms in cell: 48; cell area: 1.4189 nm^2
lattice constant 0.32 nm; plane spacing 0.16 nm
springs M-X 800, others 150 eV/nm^2; mismatch 0.012 nm
interlayer force: depth 0.02 eV, radius 0.36 nm, range 1.2 nm
L (nm) | stress_xx (GPa) | -V*stress_xx (eV) | host-subtracted P_xx (eV)
0.7 | 0.008949 | -0.055479 | 1.751575
0.9 | -0.197024 | 1.570367 | 1.772099
1.2 | -0.166800 | 1.772631 | 1.777155
1.6 | -0.125430 | 1.777300 | 1.777300
2.0 | -0.100344 | 1.777300 | 1.777300
3.0 | -0.066896 | 1.777300 | 1.777300
4.0 | -0.050172 | 1.777300 | 1.777300
P_yy at 2 nm: 1.777300 eV
-dE/dstrain_xx from energies, L=0.9 nm: 1.570367 eV
-dE/dstrain_xx from energies, L=2.0 nm: 1.777300 eV
W_zz at 2 nm: unrelaxed -3.5926 eV, relaxed magnitude 5.0e-14 eV
2D stiffness: C11 103.21, C12 40.77, Young 87.10 N/m
stress-free strain: from P 0.13939 %, from cell relaxation 0.13948 %
L=2.0 nm: 3D biaxial modulus 71.9872 GPa, -stress/modulus 0.13939 %
L=4.0 nm: 3D biaxial modulus 35.9936 GPa, -stress/modulus 0.13939 %
cell stretched 0.1 %, L=2.0 nm: raw 0.5037 eV, host part -1.2768 eV, subtracted 1.7805 eV
cell stretched 0.1 %, L=4.0 nm: raw 0.5037 eV, host part -1.2768 eV, subtracted 1.7805 eV
P_xx in a 6 by 6 cell: 1.764757 eV
classical vibrational part of P_xx at 300 K: -0.00369 eV
well: depth 8.0 eV, width 0.15 nm, level -5.7171 eV
overlap decay: fitted 12.2795, kappa 12.2497 nm^-1; shift at 1.0 nm 8.87e-04, at 1.4 nm 6.53e-06 eV
dispersion, primitive cell, L=3.0 nm: sum -1.9195e-04, thin-sheet law -1.8547e-04 eV
dispersion, primitive cell, L=4.0 nm: sum -5.9704e-05, thin-sheet law -5.8685e-05 eV
dispersion coefficient 8.707e-05 eV nm^6; 4 by 4 cell at 2 nm: host -0.01502, defect part -1.25e-04 eV
normal dipole 0.020 e nm: change of P_xx from 2 to 4 nm 0.000638 eV, law 0.000638 eV
normal-dipole error at 2 nm: -0.001275 eV
net charge 1 e: change of P_xx from 2 to 4 nm 1.0621 eV, law 1.0627 eV
```
